# Surface curvature and the Fowler-Nordheim exponent of a spherical asperity

## What dimensions and symmetry fix

An electron at the Fermi level of a metal faces a dielectric whose conduction band lies an energy $\phi$ higher. The metal surface has radius of curvature $R$, and the field at the surface pulls the electron outward with force $F=eE$, where $E>0$ is the magnitude of the local surface field in the dielectric. The image force is left out.

In the WKB approximation the transmission is $T\sim e^{-G}$, where

$$G=\frac{2\sqrt{2m}}{\hbar}\int_0^{x_t}\sqrt{U(x)}\,dx .$$

Here $x$ is the distance from the surface, $U$ the barrier energy above the electron's energy, $x_t$ the exit point where $U=0$, and $m$ the isotropic tunnelling mass. The amplitude decays at the rate $\sqrt{2mU}/\hbar$, and squaring it gives the factor 2.

The integral contains the energy $\phi$, the force $F$ and the length $R$. Measuring energy in $\phi$ and length in $\phi/F$ leaves one pure number,

$$\varepsilon=\frac{\phi}{FR}=\frac{\phi}{eER},$$

the width of the planar barrier divided by the radius. Therefore

$$G=\frac{\sqrt{2m}\,\phi^{3/2}}{\hbar F}\,g(\varepsilon).$$

Symmetry restricts the first correction. On a general smooth surface with principal curvatures $c_1$ and $c_2$, a term linear in curvature must not change when the surface is rotated about its normal, so it can contain the curvatures only as $c_1+c_2$. This sum changes sign between a bump and a pit, so nothing forbids a linear term. What remains to be found is its coefficient, which turns out to be $4/5$:

$$G=G_0\left[1+\frac{4\phi}{5eER}+O(\varepsilon^2)\right],\qquad G_0=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar F}.$$

## First derivation: a weakly curved surface

Let the permittivity be uniform and the dielectric free of space charge. Write the force on the electron as $F(\mathbf r)\,\mathbf n(\mathbf r)$, where $\mathbf n$ is a unit vector that equals the outward normal at the metal. Since the field has no divergence,

$$0=\nabla\cdot(F\mathbf n)=\mathbf n\cdot\nabla F+F\,\nabla\cdot\mathbf n .$$

Because $\mathbf n$ has constant length, its derivative along itself has no component along $\mathbf n$. Its divergence at the surface thus comes from derivatives along the surface, which give $c_1+c_2$, counted positive for a bump. Hence

$$\left.\frac{dF}{dx}\right|_{x=0}=-(c_1+c_2)F .$$

Take the path along a symmetry axis of the asperity, where no sideways force acts. Integrating the force along it gives the energy drop, and

$$U(x)=\phi-Fx+\tfrac12(c_1+c_2)Fx^2+\dots$$

For a sphere $c_1=c_2=1/R$. With $s=Fx/\phi$ the last term is $Fx^2/R=\varepsilon\phi s^2$, so

$$U=\phi\,(1-s+\varepsilon s^2+\dots),\qquad dx=\frac{\phi}{F}\,ds .$$

At $\varepsilon=0$ the integral of $\sqrt{1-s}$ from 0 to 1 is $2/3$, which gives the $G_0$ above.

For the correction, expand the root: $\sqrt{1-s+\varepsilon s^2}\approx\sqrt{1-s}+\varepsilon s^2/(2\sqrt{1-s})$. This fails close to the exit, which also moves from $s=1$ to about $1+\varepsilon$. The zone of failure has a width of order $\varepsilon$, and the root there is of order $\varepsilon^{1/2}$, so the zone contributes of order $\varepsilon^{3/2}$. Outside it, the next term of the expansion is of order $\varepsilon^2(1-s)^{-3/2}$, and its integral up to a distance $\varepsilon$ from the exit is again of order $\varepsilon^{3/2}$. Neither affects the linear term, which is

$$\delta G=\frac{2\sqrt{2m}}{\hbar}\,\frac{\phi^{3/2}}{F}\,\frac{\varepsilon}{2}\int_0^1\frac{s^2}{\sqrt{1-s}}\,ds .$$

Setting $t=1-s$,

$$\int_0^1\frac{(1-t)^2}{\sqrt t}\,dt=2-\frac43+\frac25=\frac{16}{15}.$$

Division by $G_0$ gives

$$\frac{\delta G}{G_0}=\frac{16\varepsilon/15}{4/3}=\frac45\,\varepsilon .$$

The correction is positive because the field of a bump weakens with distance, so the barrier falls more slowly than a planar one with the same surface field. For general curvatures, $2/R$ is replaced by $c_1+c_2$:

$$\frac{G}{G_0}\approx1+\frac25\,\frac{\phi}{F}\,(c_1+c_2).$$

A cylinder has one curvature $1/R$ and one equal to zero, so its coefficient is $2/5$. A spherical pit has $c_1+c_2=-2/R$, and its exponent is lowered at a given local field.

## Second derivation: the full barrier of an isolated sphere

Outside an isolated charged sphere the force is $FR^2/r^2$, with $r=R+x$. The energy drop is

$$\int_R^{R+x}\frac{FR^2}{r^2}\,dr=FR^2\left(\frac1R-\frac1{R+x}\right)=\frac{Fx}{1+x/R}.$$

For a spherically symmetric state, $r$ times the wave function obeys a one-dimensional wave equation with no centrifugal term, so the WKB integral applies along the radius.

Use as variable the fraction of the barrier already removed,

$$u=\frac{Fx}{\phi(1+x/R)},\qquad U=\phi(1-u).$$

Multiplying out gives $\phi u=x(F-\phi u/R)$, hence

$$x=\frac{\phi}{F}\,\frac{u}{1-\varepsilon u},\qquad dx=\frac{\phi}{F}\,\frac{(1-\varepsilon u)+\varepsilon u}{(1-\varepsilon u)^2}\,du=\frac{\phi}{F}\,\frac{du}{(1-\varepsilon u)^2}.$$

The surface is at $u=0$ and the exit at $u=1$, whatever the curvature. Division by $G_0$ gives

$$\frac{G}{G_0}=\frac32\int_0^1\frac{\sqrt{1-u}}{(1-\varepsilon u)^2}\,du .$$

For $\varepsilon<1$ the denominator can be expanded as $\sum_n(n+1)\varepsilon^nu^n$. The coefficient of $\varepsilon^n$ is then $a_n=\frac32(n+1)I_n$, with $I_n=\int_0^1u^n\sqrt{1-u}\,du$. Integration by parts, with vanishing end terms for $n\ge1$, gives

$$I_n=\frac{2n}{3}\int_0^1u^{n-1}(1-u)^{3/2}du=\frac{2n}{3}(I_{n-1}-I_n),$$

so that $I_n=\frac{2n}{2n+3}I_{n-1}$ and

$$a_n=\frac{n+1}{n}\,\frac{2n}{2n+3}\,a_{n-1}=\frac{2(n+1)}{2n+3}\,a_{n-1},\qquad a_0=1 .$$

Thus $a_1=4/5$, $a_2=(4/5)(6/7)=24/35$, and

$$\frac{G}{G_0}=1+\frac45\varepsilon+\frac{24}{35}\varepsilon^2+\dots$$

All coefficients are positive, so the leading formula underestimates the exponent of an isolated sphere.

The integral also has a closed form. Since $(1-\varepsilon u)^{-2}$ is the derivative of $1/[\varepsilon(1-\varepsilon u)]$, integration by parts gives

$$\int_0^1\frac{\sqrt{1-u}}{(1-\varepsilon u)^2}du=-\frac1\varepsilon+\frac1{2\varepsilon}\int_0^1\frac{du}{\sqrt{1-u}\,(1-\varepsilon u)} .$$

With $v=\sqrt{1-u}$ the last integral becomes

$$\int_0^1\frac{2\,dv}{1-\varepsilon+\varepsilon v^2}=\frac{2}{\sqrt{\varepsilon(1-\varepsilon)}}\arctan\sqrt{\frac{\varepsilon}{1-\varepsilon}} ,$$

and the arctangent equals $\arcsin\sqrt\varepsilon$. Therefore

$$\frac{G}{G_0}=\frac{3}{2\varepsilon}\left[\frac{\arcsin\sqrt\varepsilon}{\sqrt{\varepsilon(1-\varepsilon)}}-1\right].$$

The exit lies at $x_t=(\phi/F)/(1-\varepsilon)$. As $\varepsilon\to1$ it moves to infinity and the factor grows as $(3\pi/4)/\sqrt{1-\varepsilon}$. The total energy drop around the sphere is $FR$; if it is smaller than $\phi$, an electron at the Fermi level has no exit.

## What each derivation assumes

Both use WKB, one isotropic mass, a uniform permittivity, no space charge and no image force. The first needs a weakly curved surface and a path along a symmetry axis. It does not need to know the field far away, and so it covers many shapes, but it yields only the linear term. The second holds for every $\varepsilon<1$, but for an isolated sphere alone.

A hemispherical boss on a flat plate shows the difference. Its energy drop above the apex is

$$\frac F3\left(r-\frac{R^3}{r^2}\right)=FR\left[\frac xR-\frac{x^2}{R^2}+\frac43\frac{x^3}{R^3}-\dots\right].$$

The slope at $r=R$ is $F$, while far away it is $F/3$: the boss triples the applied field at its apex. The quadratic term is that of the sphere, so the coefficient $4/5$ is shared. The cubic term is $4/3$ instead of 1, so the shapes part at second order. With $q=R/r$, the force above the boss exceeds that of the sphere by

$$F\left[\frac{1+2q^3}{3}-q^2\right]=\frac F3(1-q)^2(1+2q)\ge0,$$

which makes the boss barrier the lower one at equal surface field. Numerical integration of the three barriers, extrapolated to small $\varepsilon$, gave linear coefficients of 0.8000 for the sphere, 0.8000 for the boss and 0.4000 for the cylinder.

The WKB step was tested by solving the wave equation for the flat and the spherical barrier of the example below, with a kinetic energy of 7 eV in the metal and the same mass on both sides. The logarithms of the two transmissions differed by 9.037, against 9.038 from WKB.

## A bump on an interconnect line

Consider a bump of radius 20 nm on a copper line, facing another line across 100 nm of organosilicate low-k dielectric in a voltage-ramp test. The rough parameters are a barrier of 3.5 eV, a mass of $0.42\,m_e$ and a mean field of 2.5 MV/cm. Treated as a hemispherical boss, the bump has a local field of $3\times2.5=7.5$ MV/cm, or $F=0.75$ eV/nm. Then

$$\varepsilon=\frac{3.5}{0.75\times20}=0.233 .$$

With $\sqrt{2m}/\hbar=3.320\ \mathrm{eV^{-1/2}\,nm^{-1}}$,

$$G_0=\frac{4\times3.320\times3.5^{3/2}}{3\times0.75}=38.6 .$$

The leading factor is $1+0.8\times0.233=1.187$, which raises the exponent to 45.9. The full isolated sphere has the factor 1.234 and the exponent 47.7; the boss apex has 1.210.

At fixed local field, the leading formula lowers the transmission by a factor of $1.4\times10^3$ from the planar value. The sphere gives $8.4\times10^3$ and the boss $3.4\times10^3$. An error of 4% in the sphere's exponent has become a factor of 6 in its transmission. For the leading formula to give a reliable transmission for a sphere, one therefore needs

$$\frac{24}{35}\,G_0\,\varepsilon^2\ll1,$$

which is stricter than $\varepsilon\ll1$. For a sphere with this barrier and local field, the left side falls to 0.1 at a radius of about 76 nm.

These comparisons hold the local field fixed. At fixed mean field the bump still leaks far more than the flat line: the flat exponent at 2.5 MV/cm is $3\times38.6\approx116$. That exponent governs the flat current only when cold. At 378 K the flat current is carried by electrons excited about 2 eV above the Fermi level and lies about 11 decades above its 0 K value; in the same model the apex current density still exceeds it by more than 19 decades. Curvature takes back part of the gain from field enhancement.

**Current density.** The factor $1+4\varepsilon/5$ belongs to the exponent; the prefactor of the current changes too. At 0 K, let an electron have a total energy $w$ below the Fermi level and a transverse energy $E_t$ at the surface. A flat metal supplies electrons evenly in both, and this supply is kept here. The transmission falls as $e^{-w/d-E_t/d_t}$, and integration over both energies from zero gives $d\,d_t$. The first rate is $1/d=dG/d\phi$. Since $G_0\propto\phi^{3/2}$ and $G_0\varepsilon\propto\phi^{5/2}$,

$$\frac1d=\frac{G_0}{\phi}\left(\frac32+\frac52\cdot\frac45\varepsilon\right)=\frac{3G_0}{2\phi}\left(1+\frac43\varepsilon\right).$$

On a flat surface $d_t=d$. On a sphere angular momentum is conserved, so with equal masses on both sides the transverse energy falls to $E_tR^2/r^2$ on the way out, and the difference helps the radial motion. Since $FR^2\,dx/r^2=\phi\,du$,

$$\frac1{d_t}=\frac{\sqrt{2m}}{\hbar}\int_0^{x_t}\frac{R^2}{r^2}\,\frac{dx}{\sqrt U}=\frac{\sqrt{2m\phi}}{\hbar F}\int_0^1\frac{du}{\sqrt{1-u}}=\frac{3G_0}{2\phi},$$

which is the flat value. Curvature thus lowers the prefactor only through $d$, by a factor of about $1+4\varepsilon/3=1.3$. The full sphere gives a flat-to-sphere current ratio of $1.2\times10^4$, about 1.4 times the transmission ratio. The numerical output lists $1.7\times10^4$ because it lets the transmission depend on the normal energy alone.

The same sensitivity to energy makes the sphere respond more to heat. At 378 K the current is 3.5 times its 0 K value for the sphere and 1.7 times for the flat surface, which brings the current ratio down to about $6\times10^3$.

**Fowler-Nordheim plot.** The planar part of $G$ varies as $1/F$ and the leading correction as $1/F^2$. Differentiation with respect to $1/F$ doubles the relative weight of the correction, so the slope is multiplied by $1+8\varepsilon/5$. A planar fit with known mass and local field takes the slope as proportional to $\phi^{3/2}$ and returns

$$\phi_{\rm app}\approx\phi\left(1+\tfrac85\varepsilon\right)^{2/3}.$$

Here this is about 4.3 eV, and the full sphere gives 4.6 eV, for a true barrier of 3.5 eV. Both values refer to the slope of the exponent alone. A fit of $\ln(J/F^2)$ for the current $J$ of the full sphere returns about 4.7 eV at 0 K and 4.4 eV at 378 K, because the thermal gain grows as the field falls; the flat surface returns 3.4 eV at 378 K.

## The model beside a real film

The mean field belongs to a stress test, well above normal operation, and the spacing is wide compared with the tightest interconnects. The local field is 0.94 of an assumed rough breakdown strength of 8 MV/cm, so the apex is close to damage. The tunnelling current itself is very small: with a free-electron supply the apex current density at 378 K is of order $10^{-9}\ \mathrm{A/m^2}$, and one bump passes less than $10^{-22}$ A. Even a $10^4$-fold rise from the effects below leaves it under $10^{-18}$ A. The example shows the size of the curvature correction, not a leakage current that such a test would record. If the copper line carries a metal liner, the liner's barrier replaces the one assumed here.

Two omitted effects are not negligible beside the curvature correction, which raises the sphere's exponent by 9.0. A planar image force with optical permittivity 2.0 lowers the sphere's exponent by 5.9%, or 2.8, which raises the transmission about 17-fold. If the decay rate follows $\sqrt{2mU(1-U/E_g)}/\hbar$ with a gap $E_g$ of 8 eV, the exponent falls by 13%, or 6.4, and the transmission rises about 600-fold. Both effects also act on a flat surface, so most of each change in the exponent, though not all of it, cancels in the flat-to-sphere ratio. What remains lowers the transmission ratio from $8.4\times10^3$ to $7.0\times10^3$ for the image force and to $3.6\times10^3$ for the modified decay rate. The opposite line, estimated as a plate, raises the apex field by about 0.5%.

The assumption most at risk is a dielectric free of traps. A resonant trap that divides the action into equal halves leaves an exponent of $G/2$ for each step, a gain of about 10 decades before trap density and capture rates are counted. Leakage through a film with such traps may therefore be set by them, and a measured slope should be read as a barrier height only after that path has been excluded. The numerical output below lists the values for other radii at the same local field.

## Computed values

```
TESTS
first coefficient, sphere: 0.8000
first coefficient, boss: 0.8000
first coefficient, cylinder: 0.4000
second coefficient, sphere: 0.6857
slope coefficient, sphere: 1.5999
INPUTS (rough values)
barrier: 3.50 eV
tunnelling mass: 0.42 m_e
radius: 20 nm, spacing: 100 nm
mean field: 2.50 MV/cm
apex field gain: 3.000
local field: 7.50 MV/cm
temperature: 378 K
optical permittivity: 2.0
band gap: 8.0 eV
breakdown field: 8.0 MV/cm
RESULTS
sqrt(2m)/hbar: 3.3202 eV^-1/2 nm^-1
eps = phi/(eER): 0.2333
exit point, flat: 4.667 nm
exit point, sphere: 6.087 nm
exponent, flat: 38.649
factor, leading: 1.1867
factor, second order: 1.2240
factor, full sphere: 1.2338
factor, boss apex: 1.2102
exponent, leading: 45.864
exponent, full sphere: 47.687
exponent rise, WKB: 9.0377
exponent rise, wave equation: 9.0370
T flat/sphere, leading: 1359
T flat/sphere, full: 8414
T flat/boss apex: 3376
J flat/sphere at 0 K: 1.732e+04
apparent barrier from slope: 4.642 eV
RADIUS SCAN: R (nm), eps, leading, full, T flat/sphere
10  0.4667  1.3733  1.6310  3.909e+10
20  0.2333  1.1867  1.2338  8414
40  0.1167  1.0933  1.1037  55.14
100  0.0467  1.0373  1.0389  4.496
NEGLECTED EFFECTS (sphere)
image force, change of exponent: -5.93 %
two-band, change of exponent: -13.45 %
current gain by temperature, flat: 1.718
current gain by temperature: 3.517
opposite plate, field change: 0.48 %
local field / breakdown field: 0.938
mid-action trap, gain: 10.36 decades
```
